# Mean lifetime and half-decay time of a stretched-exponential polarization

## Problem

A thin-film capacitor of hafnium-zirconium oxide stores one bit as the sign of its remanent polarization. After writing, the capacitor is held at 85 °C without applied voltage, and the polarization $P(t)$ that remains is read after various waiting times. Eleven readings, evenly spaced in the logarithm of time from $10^3$ to $10^5$ s, are described by

$$
P(t)=P_0\,r(t),\qquad r(t)=\exp\!\left[-\left(\frac{t}{\tau}\right)^{1/2}\right],
$$

with $P_0=20\ \mu\mathrm{C/cm^2}$ and the fitted time constant $\tau=2.0\times10^6$ s. Each reading has an independent relative error with a standard deviation of 1 %. These are round model parameters.

(a) Find the integrated mean lifetime $\langle t\rangle=\int_0^\infty r\,dt$ and the half-decay time $t_{1/2}$, defined by $r(t_{1/2})=1/2$, in terms of $\tau$. Evaluate both.

(b) How much of the mean lifetime has been measured, and how uncertain are the two times?

(c) How do they change if imprint, a built-in preference for one polarization state, makes $P$ settle at a level other than zero? What do a prompt initial loss and a different temperature do?

In parts (a) and (b) the law is assumed to hold at all times, at constant temperature, with a final level of zero. It is an empirical law, not one derived here from the motion of domains. The time constant stands inside the power. If a fit is instead written as $\exp(-b\,t^{1/2})$, then $b$ has the unit $\mathrm{s^{-1/2}}$, and $\tau=1/b^2$ must be formed before the results below are used.

## First estimate by scaling

The law contains a single time, $\tau$. Both requested times must therefore be pure numbers multiplied by $\tau$. If these numbers are of order one, both times are about $2\times10^6$ s.

The half-decay time can be confined further. At $t=\tau$ the signal is $e^{-1}=0.37$, already below one half, so $t_{1/2}<\tau$. On the other side, $e^{-x}\ge 1-x$ gives $r\ge1-(t/\tau)^{1/2}$. The right-hand side falls to one half at $t=\tau/4$, and $r$ cannot get there sooner. Hence $t_{1/2}$ lies between $0.25\,\tau$ and $\tau$.

For the mean, scaling warns of a long tail. The signal reaches $e^{-n}$ when $(t/\tau)^{1/2}=n$, that is, at $t=n^2\tau$. The first factor of $e$ is lost in a time $\tau$, the second takes a further $3\tau$, and the third a further $5\tau$. A simple exponential would take $\tau$ for each. The mean should thus exceed $\tau$, but this argument does not supply the number.

## Exact solution

**Meaning of the integral.** Since $r$ falls steadily from 1 to 0, the share of the signal lost between $t$ and $t+dt$ is $-r'(t)\,dt$, and these shares add up to one. The mean time of loss is

$$
\langle t\rangle=\int_0^\infty t\,[-r'(t)]\,dt
=\bigl[-t\,r(t)\bigr]_0^\infty+\int_0^\infty r(t)\,dt .
$$

The boundary term vanishes at $t=0$ because $r$ is finite there. It vanishes at late times because $t\,r=\tau x^2e^{-x}$ with $x=(t/\tau)^{1/2}$, and the exponential falls faster than $x^2$ grows. The area under the normalized curve is therefore the mean time at which signal is lost. This is a statement about the net signal; it does not require that each domain reverses once and independently.

**The mean lifetime.** From $x=(t/\tau)^{1/2}$ follow $t=\tau x^2$ and $dt=2\tau x\,dx$. The limits remain 0 and infinity, so

$$
\langle t\rangle=2\tau\int_0^\infty x\,e^{-x}\,dx .
$$

Integration by parts gives

$$
\int_0^\infty x e^{-x}dx=\bigl[-xe^{-x}\bigr]_0^\infty+\int_0^\infty e^{-x}dx=0+1,
$$

and hence

$$
\boxed{\langle t\rangle=2\tau.}
$$

The factor 2 comes from $dt=2\tau x\,dx$: equal steps in $x$ occupy ever longer steps in time.

**The half-decay time.** Setting $r=1/2$ and taking the logarithm gives $(t_{1/2}/\tau)^{1/2}=\ln2$. Both sides are positive, so squaring introduces no second solution:

$$
\boxed{t_{1/2}=\tau(\ln2)^2=0.480\,\tau.}
$$

**Numbers.** For the given time constant,

$$
\langle t\rangle=2\times2.0\times10^6\ \mathrm{s}=4.0\times10^6\ \mathrm{s}=46\ \text{days},
$$

$$
t_{1/2}=0.480\times2.0\times10^6\ \mathrm{s}=9.6\times10^5\ \mathrm{s}=11\ \text{days}.
$$

The polarization is $10\ \mu\mathrm{C/cm^2}$ at the half-decay time and $20\,e^{-1}=7.4\ \mu\mathrm{C/cm^2}$ at $t=\tau$. At the mean lifetime $(t/\tau)^{1/2}=\sqrt2$, which leaves $20\,e^{-\sqrt2}=4.9\ \mu\mathrm{C/cm^2}$, or 24 % of the initial value.

**Other exponents.** For $r=\exp[-(t/\tau)^\beta]$ with $\beta>0$, put $x=(t/\tau)^\beta$. Then $t=\tau x^{1/\beta}$ and $dt=(\tau/\beta)x^{1/\beta-1}dx$, so that

$$
\langle t\rangle=\frac{\tau}{\beta}\int_0^\infty x^{1/\beta-1}e^{-x}dx
=\frac{\tau}{\beta}\,\Gamma\!\left(\frac1\beta\right)
=\tau\,\Gamma\!\left(1+\frac1\beta\right).
$$

The integral is the definition of the gamma function, and the last step uses $z\Gamma(z)=\Gamma(1+z)$. The half-decay time becomes $\tau(\ln2)^{1/\beta}$. For $\beta=1/2$ the mean is $\tau\,\Gamma(3)=2\tau$, as before. For the simple exponential, $\beta=1$, the two times are $\tau$ and $0.69\,\tau$.

## Comparison of estimate and solution

Scaling gave the correct dependence on $\tau$ and the correct order of magnitude. Setting both numbers to one makes the mean too small by a factor of 2 and the half-decay time too large by a factor of 2.1. The errors have opposite directions, so the estimate misses the ratio of the two times by more than it misses either one:

$$
\frac{\langle t\rangle}{t_{1/2}}=\frac{2}{(\ln2)^2}=4.16 .
$$

For a simple exponential this ratio is $1/\ln2=1.44$.

Two features raise the ratio. At equal $\tau$, the faster early fall shortens the half-decay time from $0.69\,\tau$ to $0.48\,\tau$, and the long tail raises the mean from $\tau$ to $2\tau$. The weight of the later part can be calculated. Stopping the integral at a time $T$, with $X=(T/\tau)^{1/2}$, gives

$$
\int_0^T r\,dt=2\tau\int_0^X xe^{-x}dx
=2\tau\left[1-(1+X)e^{-X}\right],
$$

because $-(1+x)e^{-x}$ has the derivative $xe^{-x}$. At the half-decay time $X=\ln2$ and $e^{-X}=1/2$. The share of the mean that is still to come is then $(1+\ln2)/2=0.85$. In this model 85 % of the integrated lifetime accumulates after half the signal has gone.

Neither time need be the useful life of a memory cell. If the read circuit requires a fraction $r_{\min}$ of the initial signal, the law gives the limit $t=\tau(\ln r_{\min})^2$. For a requirement of 80 % this is close to the last reading, $10^5$ s, which is 40 times shorter than the mean lifetime.

## What the readings determine

**The measured part of the mean.** At the last reading $T/\tau=0.05$, so $X=0.2236$ and $r=e^{-X}=0.7996$. The share of the area that lies before the last reading is

$$
1-(1.2236)(0.7996)=0.022 .
$$

About 2 % of the mean lifetime has been observed; the other 98 % is extrapolation. The half-decay time is an extrapolation too, though a shorter one: it lies at 9.6 times the last waiting time.

The opposite end of the curve matters little to the integral. The law has an infinite slope at $t=0$, which cannot be physical, but $r$ lies between 0 and 1. Whatever happens before the first reading at $10^3$ s can therefore change the area by at most $10^3$ s, out of $4\times10^6$ s. This holds for a fixed normalization $P_0$; a wrong $P_0$ would affect the whole curve.

**Error from noise.** With $y=-\ln r$ the law becomes a straight line through the origin, $y=b\sqrt t$. Minimizing $\sum_i(y_i-b\sqrt{t_i})^2$ with respect to $b$ gives $\sum_i\sqrt{t_i}\,(y_i-b\sqrt{t_i})=0$, and so

$$
b=\frac{\sum_i\sqrt{t_i}\,y_i}{\sum_i t_i}.
$$

A small relative error $\varepsilon_i$ in a reading changes $y_i$ by $-\ln(1+\varepsilon_i)\approx-\varepsilon_i$. If the errors are independent with standard deviation $s$, the variance of $b$ is

$$
\sigma_b^2=\frac{\sum_i t_i\,s^2}{\left(\sum_i t_i\right)^2}=\frac{s^2}{\sum_i t_i}.
$$

Because $\tau=b^{-2}$, a small relative error in $b$ is doubled in $\tau$:

$$
\frac{\sigma_\tau}{\tau}=\frac{2s}{b\sqrt{\sum_i t_i}} .
$$

Here $b=\tau^{-1/2}=7.07\times10^{-4}\ \mathrm{s^{-1/2}}$ and the waiting times add up to $2.69\times10^5$ s. With $s=0.01$,

$$
\frac{\sigma_\tau}{\tau}=\frac{0.02}{(7.07\times10^{-4})(519)}=0.055 .
$$

Both requested times are fixed multiples of $\tau$ and inherit this relative error of 5.5 %. It assumes that $P_0$ is known and that the exponent is one half. If $P_0$ is fitted to the same readings as well, the error rises to about 10 %.

**Error from the exponent.** The assumed exponent can matter more than the noise. Take noise-free readings from the original law and refit them with another fixed $\beta$. The line is now $y=c\,t^\beta$, and the same minimization gives $c=\sum t_i^\beta y_i/\sum t_i^{2\beta}$ and $\tau=c^{-1/\beta}$. The results are:

- $\beta=0.45$: $\tau=3.1\times10^6$ s, $\langle t\rangle=7.6\times10^6$ s, $t_{1/2}=1.35\times10^6$ s.
- $\beta=0.55$: $\tau=1.4\times10^6$ s, $\langle t\rangle=2.4\times10^6$ s, $t_{1/2}=7.3\times10^5$ s.

The refitted curves depart from the original readings by at most 0.9 % and 0.8 % of the signal. Each departure is smaller than the 1 % noise of one reading, so no single reading separates the exponents reliably. All eleven together do only a little better. The sum of squared departures, in units of the noise variance, is about 3.0 for $\beta=0.45$ and 2.6 for $\beta=0.55$, roughly 1.7 standard deviations. If $\beta$ is fitted together with $\tau$ at known $P_0$, its standard deviation is about 0.03; the mean is then uncertain by about $-28$ to $+42$ % and the half-decay time by about $-17$ to $+22$ %.

The mean moves from $4.0\times10^6$ s up by 89 % or down by 39 %, while the half-decay time moves up by 41 % or down by 24 %. The mean is the more sensitive of the two in this refit because the ratio $\langle t\rangle/t_{1/2}$ itself depends on the exponent: it is 5.6 for $\beta=0.45$ and 3.3 for $\beta=0.55$. An error of 5.5 % quoted for the mean lifetime is thus conditional on the exponent, and is no measure of the total uncertainty.

## Imprint, prompt loss and temperature

**A final level other than zero.** Let $P$ tend to $P_\infty=pP_0$. Now $r$ describes the decaying part alone,

$$
r=\frac{P-P_\infty}{P_0-P_\infty}
\quad\Longrightarrow\quad
\frac{P}{P_0}=p+(1-p)\,r .
$$

The time constant of this part is held at the same $\tau$. A positive $p$ represents a stored state favoured by imprint, and a negative $p$ a state opposed by it. Setting $P/P_0=1/2$ gives $r=(1/2-p)/(1-p)$, and therefore

$$
t_{1/2}^{(P)}=\tau\left[\ln\frac{1-p}{1/2-p}\right]^2,\qquad p<\frac12 .
$$

For $p\ge1/2$ the polarization never falls to half its initial value in a finite time. For $p=0$ the earlier result returns. Two cases show the size of the effect:

$$
p=-0.2:\quad t_{1/2}^{(P)}=\tau\left[\ln\frac{1.2}{0.7}\right]^2=0.29\,\tau,
$$

$$
p=+0.2:\quad t_{1/2}^{(P)}=\tau\left[\ln\frac{0.8}{0.3}\right]^2=0.96\,\tau .
$$

The opposed state loses half its polarization 3.3 times sooner than the favoured one, although $\tau$ is the same for both. The opposed state also changes sign. Setting $P=0$ gives $r=-p/(1-p)=0.2/1.2=1/6$, which is reached at $\tau(\ln6)^2=3.2\,\tau$. After that time the sign of the polarization represents the wrong bit.

These figures hold at fixed $\tau$, and the curves with $p=\pm0.2$ at that $\tau$ no longer pass through the readings. If the time constant is refitted to the same eleven readings, it becomes $1.48\,\tau$ for $p=-0.2$ and $0.61\,\tau$ for $p=+0.2$. The half-decay times are then $0.43\,\tau$ and $0.59\,\tau$, a ratio of only 1.4. The refitted curves depart from the readings by less than 0.2 %, so the readings cannot tell these final levels from zero.

The mean of the decaying part is still $2\tau$, but the integral of the polarization itself no longer defines a lifetime. With the integral to a finite time found above,

$$
\int_0^T\frac{P}{P_0}\,dt=pT+(1-p)\,2\tau\left[1-(1+X)e^{-X}\right].
$$

The second term approaches a constant, whereas the first grows without limit. For $p=+0.2$ the integral is $2.0\,\tau$ at $T=5\tau$ and $3.3\,\tau$ at $T=10\tau$. For $p=-0.2$ it is $0.57\,\tau$ and $-0.02\,\tau$. The value near $2\tau$ in the first case is a coincidence of the chosen $T$. To obtain a mean lifetime from the area, the final level must first be subtracted and the remainder divided by its initial value, $1-p$. This restores $r$, whose area is $2\tau$.

**A prompt loss.** Suppose instead that a fraction $a$ disappears in a time negligible beside $\tau$, and that the rest follows the original law to zero. Then $P/P_0=(1-a)r$. The area is $2(1-a)\tau$, and one half is reached when $r=1/[2(1-a)]$, so for $a<1/2$

$$
t_{1/2}^{(P)}=\tau\left\{\ln[2(1-a)]\right\}^2 .
$$

For $a=0.05$ the area is $1.90\,\tau$ and the half-decay time is $\tau(\ln1.9)^2=0.41\,\tau$. At fixed $\tau$, a 5 % loss of signal shortens the area by 5 % but the half-decay time by 14 %. With $P_0$ known, such a loss would stand out in readings of 1 % noise, and a fit that ignored it would return a $\tau$ too small by about half.

**Temperature.** Assume that the exponent stays at one half and that $\tau$ is thermally activated, $\tau\propto\exp(E_a/k_BT_K)$, where $T_K$ is the absolute temperature. Relative to the bake temperature $T_b$,

$$
\frac{\tau(T_K)}{\tau(T_b)}=\exp\!\left[\frac{E_a}{k_B}\left(\frac1{T_K}-\frac1{T_b}\right)\right].
$$

Both requested times scale by this factor. With an assumed $E_a=0.8$ eV, a bake 5 K hotter than intended multiplies them by 0.70. At 25 °C the factor is about 180, which gives a mean lifetime of about $7\times10^8$ s and a half-decay time of about $2\times10^8$ s. These last values combine an extrapolation in time with one in temperature. They fail if another process controls the loss at 25 °C.

## Relation to real capacitors

Ferroelectric hafnium-zirconium oxide films about 10 nm thick can have remanent polarizations of roughly 10 to 30 $\mu\mathrm{C/cm^2}$, and their retention can be tested at 85 °C. The chosen polarization and temperature belong to this regime. The time constant is illustrative, since retention depends strongly on the electrodes, the film and its switching history; the activation energy is likewise a rough assumption. Real capacitors can break the assumption of a zero final level through imprint, and imprint can continue to grow during the bake, so that neither $p$ nor $\tau$ need stay constant. For a constant level of $-20$ %, the half-decay time found above is 40 % shorter than the simple law predicts at the same $\tau$, but only about 10 % shorter when $\tau$ is refitted to the same readings. The effect of a level that drifts during the bake is not contained in this model.
